# Exciton polaritons and the gap between transverse and longitudinal frequencies

## A narrow interval of darkness

A slab 300 nm thick is made of a lossless medium with a single exciton resonance. At normal incidence it transmits 55 % of light at 3.470 eV and 95 % at 3.490 eV. At 3.4805 eV, between these two energies, it transmits a fraction \(1.1\times10^{-11}\). Nothing in the medium absorbs, so the missing light must have been reflected. These notes derive the plane waves that the bulk medium supports and find an interval of frequency, here 1 meV wide, in which none of them propagates.

## The model

The medium is isotropic, nonmagnetic and lossless. All its polarizable parts except the exciton are represented by a constant \(\varepsilon_b>0\). The exciton polarization \(\mathbf P\) is one undamped oscillator driven by the local value of the macroscopic field:

\[
\ddot{\mathbf P}+\omega_T^2\mathbf P=\varepsilon_0 f\,\mathbf E,\qquad
\mathbf D=\varepsilon_0\varepsilon_b\mathbf E+\mathbf P,\qquad f>0. \tag{1}
\]

The strength \(f\) has the dimension of a squared frequency. The absence of spatial dispersion means that \(\omega_T\) and \(f\) do not depend on the wave vector. SI units are used, and fields vary as \(e^{i(kz-\omega t)}\) with \(\omega\ge 0\).

Two time derivatives give \(-\omega^2\), so for \(\omega\neq\omega_T\)

\[
\mathbf P=\frac{\varepsilon_0 f}{\omega_T^2-\omega^2}\,\mathbf E .
\]

Inserting this in \(\mathbf D=\varepsilon_0\varepsilon(\omega)\mathbf E\) gives

\[
\varepsilon(\omega)=\varepsilon_b+\frac{f}{\omega_T^2-\omega^2}
=\varepsilon_b\,\frac{\omega_T^2+f/\varepsilon_b-\omega^2}{\omega_T^2-\omega^2}.
\]

With the definition

\[
\omega_L^2=\omega_T^2+\frac{f}{\varepsilon_b} \tag{2}
\]

this becomes

\[
\varepsilon(\omega)=\varepsilon_b\,\frac{\omega_L^2-\omega^2}{\omega_T^2-\omega^2}. \tag{3}
\]

Since \(f>0\), \(\omega_L>\omega_T\). Between the two frequencies the numerator is positive and the denominator negative, so \(\varepsilon<0\). Outside the interval \(\varepsilon>0\).

## Why the zero is the longitudinal frequency

Let the fields point along \(z\), the direction of the wave vector. There is no free charge, so \(\nabla\cdot\mathbf D=ikD_z=0\), and for \(k\ne0\) this requires \(D_z=0\). From (1), \(E_z=-P_z/(\varepsilon_0\varepsilon_b)\). This is the field of the polarization charge, and it opposes the displacement. The oscillator equation then reads

\[
\ddot P_z+\omega_T^2P_z=-\frac{f}{\varepsilon_b}P_z
\quad\Longrightarrow\quad
\ddot P_z+\omega_L^2P_z=0 .
\]

The longitudinal exciton is stiffened by its own field and oscillates at \(\omega_L\). In this model its frequency is the same for every \(k\), so its group velocity is zero and it does not carry a signal through the gap.

## Both transverse branches

Now take \(E_x\) and \(B_y\). The laws of Faraday and Ampère give

\[
ikE_x=i\omega B_y,\qquad -ikB_y=-i\omega\mu_0D_x .
\]

Multiplying the first by \(k\) and using the second for \(kB_y\) gives \(k^2E_x=\omega^2\mu_0D_x\). With \(D_x=\varepsilon_0\varepsilon E_x\) and \(\mu_0\varepsilon_0=1/c^2\),

\[
c^2k^2=\omega^2\varepsilon(\omega). \tag{4}
\]

Write \(x=\omega^2\) and \(Q=c^2k^2/\varepsilon_b\), so that \(\sqrt Q\) is the frequency of light in the background alone. Inserting (3) in (4), dividing by \(\varepsilon_b\) and multiplying by \(\omega_T^2-x\) gives

\[
Q(\omega_T^2-x)=x(\omega_L^2-x), \tag{5}
\]

or, with all terms on one side,

\[
F(x)\equiv x^2-(\omega_L^2+Q)x+\omega_T^2Q=0 .
\]

The two roots are the two polariton branches:

\[
\boxed{\;\omega_\pm^2=\tfrac12\Big[\omega_L^2+Q\pm\sqrt{(\omega_L^2+Q)^2-4\omega_T^2Q}\;\Big]\;} \tag{6}
\]

The quantity under the root is positive, as completing a square shows:

\[
(\omega_L^2+Q)^2-4\omega_T^2Q=(Q+\omega_L^2-2\omega_T^2)^2+4\omega_T^2(\omega_L^2-\omega_T^2)>0 .
\]

To verify this, expand the right side. The terms linear in \(Q\) are \(2Q\omega_L^2-4Q\omega_T^2\), as on the left. The terms without \(Q\) are \(\omega_L^4-4\omega_L^2\omega_T^2+4\omega_T^4+4\omega_T^2\omega_L^2-4\omega_T^4=\omega_L^4\).

The frequency \(\omega=\omega_T\) was set aside when (1) was solved for \(\mathbf P\). There the left side of the oscillator equation vanishes, so \(E_x=0\). Faraday's law then gives \(B_y=0\), Ampère's law gives \(D_x=0\), and hence \(P_x=0\). No transverse wave of finite \(k\) exists at \(\omega_T\).

## The forbidden interval

For real \(k\), \(Q\ge0\). Evaluate \(F\) at three points:

\[
\begin{aligned}
F(0)&=\omega_T^2Q\ \ge 0,\\
F(\omega_T^2)&=\omega_T^4-\omega_T^2\omega_L^2-\omega_T^2Q+\omega_T^2Q=-\omega_T^2(\omega_L^2-\omega_T^2)<0,\\
F(\omega_L^2)&=\omega_L^4-\omega_L^4-\omega_L^2Q+\omega_T^2Q=-Q(\omega_L^2-\omega_T^2)\le 0 .
\end{aligned}
\]

\(F\) is a parabola that opens upward, so it is negative between its roots and positive outside them. The first two lines place the lower root in \(0\le x<\omega_T^2\). The third places the upper root at \(x\ge\omega_L^2\), with equality only for \(Q=0\). Therefore

\[
0\le\omega_-<\omega_T,\qquad \omega_+\ge\omega_L \qquad\text{for every real }k. \tag{7}
\]

No transverse plane wave with real \(k\) has a frequency between \(\omega_T\) and \(\omega_L\). Conversely, at any frequency below \(\omega_T\) or above \(\omega_L\), \(\varepsilon\) is positive and (4) yields a real \(k\). The gap therefore fills the whole interval and extends no further.

## Limits and group velocity

For small \(k\), the square of the lower root is negligible in \(F=0\), and so is \(Q\) beside \(\omega_L^2\), which leaves \(\omega_-^2\simeq\omega_T^2Q/\omega_L^2\). This is light in a medium with the static constant \(\varepsilon(0)=\varepsilon_b\omega_L^2/\omega_T^2\). The roots add up to \(\omega_L^2+Q\), so \(\omega_+^2\simeq\omega_L^2+Q(1-\omega_T^2/\omega_L^2)\), and the upper branch starts at \(\omega_L\).

For large \(k\), equation (5) gives

\[
\omega_T^2-\omega_-^2=\frac{\omega_-^2(\omega_L^2-\omega_-^2)}{Q}\simeq\frac{\omega_T^2(\omega_L^2-\omega_T^2)}{Q}.
\]

The lower branch approaches \(\omega_T\) from below and becomes an almost pure exciton. From the sum of the roots, \(\omega_+^2\simeq Q+\omega_L^2-\omega_T^2\), which is light in the background.

Differentiating \(F=0\) with respect to \(Q\) gives \((2x-\omega_L^2-Q)\,dx/dQ=x-\omega_T^2\). Since \(dx=2\omega\,d\omega\) and \(dQ=2c^2k\,dk/\varepsilon_b\),

\[
v_g=\frac{d\omega}{dk}=\frac{c^2k}{\varepsilon_b\,\omega}\;\frac{\omega^2-\omega_T^2}{2\omega^2-\omega_L^2-Q}. \tag{8}
\]

By (6) the last denominator is \(\pm\) the square root, positive on the upper branch and negative on the lower. The numerator has the same signs. Both branches therefore rise with \(k\) for all \(k>0\).

## The gap is not the branch separation

The roots have sum \(\omega_L^2+Q\) and product \(\omega_T^2Q\), so at fixed \(k\)

\[
(\omega_+-\omega_-)^2=\omega_L^2+Q-2\omega_T\sqrt Q=(\sqrt Q-\omega_T)^2+\omega_L^2-\omega_T^2 .
\]

The smallest separation occurs where background light would cross the exciton, \(\sqrt Q=\omega_T\), and equals \(\sqrt{\omega_L^2-\omega_T^2}\). It compares two frequencies at the same \(k\). The gap compares the top of one branch, reached as \(k\to\infty\), with the bottom of the other, at \(k=0\).

## Fields inside the gap

For \(\omega_T<\omega<\omega_L\), (4) gives \(k=\pm i\kappa\) with

\[
\kappa=\frac{\omega}{c}\sqrt{-\varepsilon(\omega)},\qquad E_x=Ae^{-\kappa z}+Be^{\kappa z}.
\]

Faraday's law gives \(H_y=E_x'/(i\omega\mu_0)\), where the prime denotes \(d/dz\). The mean energy flux is

\[
S_z=\tfrac12\mathrm{Re}(E_xH_y^*)=-\frac{1}{2\omega\mu_0}\,\mathrm{Im}(E_xE_x'^*)=-\frac{\kappa}{\omega\mu_0}\,\mathrm{Im}(AB^*).
\]

The last step holds because the terms in \(|A|^2\) and \(|B|^2\) are real, while the cross terms are \(\kappa(AB^*-A^*B)=2i\kappa\,\mathrm{Im}(AB^*)\). One exponential alone carries no mean flux. In a half-space only the decaying one is allowed, so all incident power is reflected.

A slab of thickness \(d\) in vacuum contains both exponentials. Let the transmitted field have unit amplitude at \(z=d\), so that \(E_x(d)=1\) and \(E_x'(d)=ik_0\), with \(k_0=\omega/c\). Both quantities are continuous at the faces. Integrating back to the entrance,

\[
E_x(0)=\cosh\kappa d-\frac{ik_0}{\kappa}\sinh\kappa d,\qquad
E_x'(0)=ik_0\cosh\kappa d-\kappa\sinh\kappa d .
\]

In front of the slab the incident amplitude is \(\frac12[E_x(0)+E_x'(0)/(ik_0)]\), because this combination removes the reflected wave. It equals

\[
\cosh\kappa d+\frac i2\Big(\frac{\kappa}{k_0}-\frac{k_0}{\kappa}\Big)\sinh\kappa d .
\]

Its squared modulus is \(1/T\). With \(\cosh^2=1+\sinh^2\) and \(1+\frac14(u-1/u)^2=\frac14(u+1/u)^2\),

\[
T=\Big[1+\tfrac14\Big(\frac{\kappa}{k_0}+\frac{k_0}{\kappa}\Big)^2\sinh^2\kappa d\Big]^{-1}. \tag{9}
\]

Outside the gap, put \(\kappa=ik\) before taking the modulus. The same steps give

\[
T=\Big[1+\tfrac14\Big(\frac{k}{k_0}-\frac{k_0}{k}\Big)^2\sin^2kd\Big]^{-1}. \tag{10}
\]

Expression (9) decays exponentially for \(\kappa d\gg1\), while (10) oscillates with thickness. As \(\omega\to\omega_L\) from below, \(\kappa\to0\) and (9) tends to \([1+(k_0d/2)^2]^{-1}\). A finite slab can thus pass appreciable light close to the upper edge of the gap. With the numbers used below the limit is 0.56 for 100 nm and 0.125 for 300 nm, and 0.05 meV below the edge the values have fallen to 0.35 and 0.008. What is forbidden is propagation in the bulk, not tunnelling. Waves bound to a vacuum surface and running along it are not excluded either: they exist where \(\varepsilon<-1\), and light at normal incidence on a flat face does not excite them.

## Numbers

Take \(\hbar\omega_T=3.480\) eV, \(\hbar\omega_L=3.481\) eV and \(\varepsilon_b=6\). By (2),

\[
\hbar^2f=6\,(3.481^2-3.480^2)\ \text{eV}^2=0.0418\ \text{eV}^2 .
\]

The gap is 1 meV wide. The smallest branch separation is \(\sqrt{3.481^2-3.480^2}\) eV \(=83\) meV, at \(k=\sqrt6\times3.480/197.327=0.0432\) nm\(^{-1}\), where \(\hbar c=197.327\) eV nm. Equations (6) and (8) give the values below, where the middle row is taken at the exact crossing and its \(k\) is rounded:

| \(k\) (nm\(^{-1}\)) | \(\hbar\omega_-\) (eV) | \(\hbar\omega_+\) (eV) | \(v_{g-}/c\) | \(v_{g+}/c\) |
|---|---|---|---|---|
| 0.0100 | 0.8053 | 3.4811 | 0.408 | 0.00006 |
| 0.0432 | 3.4385 | 3.5220 | 0.204 | 0.204 |
| 0.1000 | 3.4798 | 8.0564 | 0.00003 | 0.408 |

The branches exchange character: each is fast where it is mostly light and slow where it is mostly exciton. The entry at 8 eV shows the mathematical limit and does not describe a semiconductor, which has strong interband absorption there.

At midgap, 3.4805 eV, \(\omega^2\) is almost equally far from \(\omega_T^2\) and \(\omega_L^2\), so (3) gives \(\varepsilon\simeq-\varepsilon_b\); the value is \(-6.001\). Hence

\[
\kappa=\frac{3.4805}{197.327}\sqrt{6.001}\ \text{nm}^{-1}=0.0432\ \text{nm}^{-1},
\]

and the field falls by a factor \(e\) in 23 nm. Equation (9) gives \(T=3.5\times10^{-4}\) for 100 nm and \(1.1\times10^{-11}\) for 300 nm. At 3.470 eV, (10) gives 0.47 and 0.55 for the same thicknesses. The thicker slab transmits more there because \(\sin^2kd\) happens to be smaller.

## What moves the result

**Damping.** Adding \(\gamma\dot{\mathbf P}\) to the left of (1) changes the denominator of the exciton term to \(\omega_T^2-\omega^2-i\gamma\omega\). At a half-space, continuity of \(E_x\) and \(H_y\) gives \(1+r=E\) and \(1-r=nE\), where \(n=\sqrt\varepsilon\) and \(E\) is the transmitted amplitude. Hence \(R=|(1-n)/(1+n)|^2\). At midgap \(\omega^2-\omega_T^2\simeq\omega(\omega_L-\omega_T)\). If \(\hbar\gamma=1\) meV, equal to the gap, then \(\varepsilon\simeq\varepsilon_b[1-2/(1+i)]=i\varepsilon_b\), and \(R\) drops from 1 to 0.34. For \(\hbar\gamma=20\) meV, \(R=0.177\), the same to three digits as for the background alone; away from midgap a weak feature remains, with \(R\) between 0.168 and 0.186. With \(\hbar\gamma=1\) meV the 300 nm slab still transmits only \(10^{-8}\) at midgap, but most of the light is now absorbed, so low transmission is not by itself a sign of the gap. A sharp gap requires \(\gamma\ll\omega_L-\omega_T\).

**Exciton motion.** An exciton of mass \(M\) has kinetic energy \(\hbar^2k^2/2M\). To leading order \(\omega_T^2\) becomes \(\omega_T^2+\omega_T\hbar k^2/M\), and with \(N=c^2k^2/\omega^2\) equation (4) becomes

\[
(N-\varepsilon_b)\Big(\omega_T^2-\omega^2+\frac{\hbar\omega_T\omega^2}{Mc^2}N\Big)-f=0 .
\]

The coefficient of \(N^2\) is positive. At \(N=0\) the left side is \(\varepsilon_b(\omega^2-\omega_T^2)-f=-\varepsilon_b(\omega_L^2-\omega^2)\), which is negative in the gap. One root \(N\) is therefore positive, and a propagating wave exists at every gap frequency. For \(M=1.3\) electron masses its midgap wavelength is 44 nm and its kinetic energy 0.60 meV, comparable with the gap.

With two waves in the medium, the reflectance needs a further boundary condition. If the exciton polarization is assumed to vanish at the surface, the amplitudes obey

\[
1+r=E_1+E_2,\quad 1-r=n_1E_1+n_2E_2,\quad \sum_{j=1}^{2}(n_j^2-\varepsilon_b)E_j=0,
\]

with \(n_j^2=N_j\). Solving these gives \(R=0.42\) at midgap without damping. This value rests on the assumptions: it runs from 0.30 to 0.50 as \(M\) goes from 0.6 to 2.2 electron masses, and requiring \(dP/dz=0\) at the surface in place of \(P=0\) gives 0.94. In each case \(R<1\). The absence of spatial dispersion is thus essential to the theorem.

**A second exciton.** An exciton of equal \(f\), 6 meV higher, adds a positive term to \(\varepsilon\) below its own resonance. The zero of \(\varepsilon\) is then reached sooner. Solving \(\varepsilon=0\) with both terms reduces the first gap from 1 meV to 0.84 meV.

## Beside gallium nitride

The parameters are round values chosen to resemble the band-edge exciton of cold gallium nitride, a direct-gap semiconductor used in power and radio-frequency devices. They are not fitted to measurements, and the midgap transmission of the 300 nm slab changes by about a factor of ten when \(\varepsilon_b\) changes by 1. The usual wurtzite crystal is uniaxial, with hole masses and exciton strengths that depend on direction, which the isotropic model leaves out. The widths of 1 and 20 meV stand roughly for cold and room-temperature material, with the resonance energy held fixed. For a rough binding energy of 25 meV, the thermal energy at 300 K, 25.9 meV, is already as large. A hydrogen-like exciton in a medium of static constant 9.5, which unlike \(\varepsilon_b\) includes the slow response of the lattice, has radius \(a=e^2/(8\pi\varepsilon_0\times9.5\times25\ \text{meV})=3.0\) nm. The field that drops the binding energy across \(a\) is about 0.08 MV/cm, and a blocking device at an assumed 1 MV/cm exceeds this twelvefold. This is only a scale: the top of the Coulomb barrier is already pulled down to the bound level at one eighth of it, 0.010 MV/cm. The ionization edge, at 3.505 eV, lies 17 meV below the upper branch at the crossing, so the 83 meV separation is a property of the one-oscillator model and not a prediction for the material. In a warm device damping alone is enough to destroy the gap: at the assumed 20 meV it takes the midgap reflectance from 1 to 0.18. The transmission of \(10^{-11}\) belongs to the ideal model and is no basis for designing an optical filter.

All numerical values are calculated from the stated model.
